# Why Spin-Orbit Gaps at Band Touchings Concentrate Berry Curvature: test program

```python
"""Berry-curvature hot spots at spin-orbit avoided crossings.

Result under test: if two bands touch linearly at a point of a 2D k plane and
spin-orbit coupling opens a gap G there, the lower-band curvature has
  peak 2*a*b/G^2, widths proportional to G/a and G/b,
  flux pi*(1 - m/sqrt(m^2 + W^2)), m = G/2, in the patch (a qx)^2+(b qy)^2 < W^2,
where a, b are the slopes of half the band splitting (a*b > 0, m > 0).
A crossing along a line behaves differently: peak ~ 1/G, flux set by a phase.
Convention: A = i<u|grad u>, curvature = dAy/dkx - dAx/dky.
Hartree atomic units. The lattice model has px and py orbitals of one spin.
"""
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.optimize import brentq, minimize_scalar

LATTICE = 5.0                      # bohr
T_SIGMA, T_PI = 0.04, -0.01        # nearest-neighbour hoppings, hartree
D_SIGMA, D_PI = 0.01, -0.01        # diagonal-neighbour hoppings, hartree
CRYSTAL = 0.05                     # px minus py on-site energy, hartree
W = 0.02                           # patch cutoff, hartree
SIGMA_Y = np.array([[0, -1j], [1j, 0]])


def matrix_from_d(d0, dx, dy, dz):
    d0, dx, dy, dz = np.broadcast_arrays(d0, dx, dy, dz)
    return np.stack([np.stack([d0 + dz, dx - 1j * dy], -1),
                     np.stack([dx + 1j * dy, d0 - dz], -1)], -2)


def lattice_model(soc):
    """Explicit sum over bonds; a negative soc describes the other spin."""
    def ham(kx, ky):
        kx, ky = np.broadcast_arrays(np.asarray(kx, float), np.asarray(ky, float))
        h = np.zeros(kx.shape + (2, 2), complex)
        h += np.diag([CRYSTAL / 2, -CRYSTAL / 2]) + soc / 2 * SIGMA_Y
        for i in (-1, 0, 1):
            for j in (-1, 0, 1):
                if i == 0 and j == 0:
                    continue
                unit = np.array([i, j]) / np.hypot(i, j)
                along = np.outer(unit, unit)
                vs, vp = (D_SIGMA, D_PI) if i * j else (T_SIGMA, T_PI)
                hop = vs * along + vp * (np.eye(2) - along)
                phase = np.exp(1j * LATTICE * (i * kx + j * ky))
                h += phase[..., None, None] * hop
        return h
    return ham


def cone_model(a, b, m, tilt=0.0):
    return lambda kx, ky: matrix_from_d(tilt * kx, b * ky, m, a * kx)


def curvature(ham, kx, ky, band=0):
    """Sum over states, with finite-difference derivatives of H."""
    step = 1e-4
    energy, vec = np.linalg.eigh(ham(kx, ky))
    hx = (ham(kx + step, ky) - ham(kx - step, ky)) / (2 * step)
    hy = (ham(kx, ky + step) - ham(kx, ky - step)) / (2 * step)
    n, o = vec[..., :, band], vec[..., :, 1 - band]
    x_no = np.einsum('...i,...ij,...j->...', n.conj(), hx, o)
    y_on = np.einsum('...i,...ij,...j->...', o.conj(), hy, n)
    return -2 * np.imag(x_no * y_on) / (energy[..., 1] - energy[..., 0])**2


def loop_phase(ham, kx, ky):
    """Berry phase of the lower band from overlaps around a closed loop."""
    u = np.linalg.eigh(ham(kx, ky))[1][..., :, 0]
    links = np.sum(u.conj() * np.roll(u, -1, axis=0), axis=-1)
    return -np.angle(np.prod(links))


def patch_flux(ham, kx0, a, b, m, cutoff, band=0):
    """Surface integral of the curvature over an elliptical patch."""
    node, weight = np.polynomial.legendre.leggauss(80)
    top = np.arcsinh(cutoff / m)
    u, wu = (node + 1) * top / 2, weight * top / 2
    theta = np.arange(96) * 2 * np.pi / 96
    s = m * np.sinh(u)[:, None]
    om = curvature(ham, kx0 + s * np.cos(theta) / a, s * np.sin(theta) / b, band)
    jac = s * m * np.cosh(u)[:, None] / (a * b)
    return np.sum(om * jac * wu[:, None]) * 2 * np.pi / 96


# Spin-orbit operator L.S in the p shell, from differential operators
xyz = sp.symbols('x y z')
L = []
for c in range(3):
    p, q = (c + 1) % 3, (c + 2) % 3
    images = [-sp.I * (xyz[p] * sp.diff(f, xyz[q]) - xyz[q] * sp.diff(f, xyz[p]))
              for f in xyz]
    L.append(np.array([[complex(sp.diff(g, r)) for g in images] for r in xyz]))
spin = [np.array([[0, 1], [1, 0]]) / 2, SIGMA_Y / 2, np.diag([1, -1]) / 2]
ls = sum(np.kron(l, s) for l, s in zip(L, spin))
order = [0, 2, 1, 3]               # px up, py up, px down, py down
block = ls[np.ix_(order, order)]
expected = np.kron(np.diag([1, -1]), SIGMA_Y / 2)
assert np.allclose(block, expected)

# The bond sum against its closed form
rng = np.random.default_rng(4)
kx, ky = rng.uniform(-0.6, 0.6, (2, 50))
cx, cy = np.cos(LATTICE * kx), np.cos(LATTICE * ky)
hop_diff = T_SIGMA - T_PI
hop_diag = (D_SIGMA - D_PI) / 2
closed = matrix_from_d((T_SIGMA + T_PI) * (cx + cy),
                       -4 * hop_diag * np.sin(LATTICE * kx) * np.sin(LATTICE * ky),
                       0.001, hop_diff * (cx - cy) + CRYSTAL / 2)
assert np.allclose(lattice_model(0.002)(kx, ky), closed, atol=1e-13)

# Touching point and slopes
k0 = np.arccos(1 - CRYSTAL / (2 * hop_diff)) / LATTICE
k1 = np.arccos(CRYSTAL / (2 * hop_diff) - 1) / LATTICE
a = hop_diff * LATTICE * np.sin(LATTICE * k0)
b = 4 * hop_diag * LATTICE * np.sin(LATTICE * k0)
for point in ((k0, 0.0), (-k0, 0.0), (np.pi / LATTICE, k1), (np.pi / LATTICE, -k1)):
    assert np.ptp(np.linalg.eigvalsh(lattice_model(0.0)(*point))) < 1e-12

print(f"lattice constant {LATTICE:.1f} bohr; crystal splitting {CRYSTAL:.3f} hartree")
print(f"neighbour hoppings sigma, pi: {T_SIGMA:.3f}, {T_PI:.3f} hartree")
print(f"diagonal hoppings sigma, pi: {D_SIGMA:.3f}, {D_PI:.3f} hartree")
print(f"touching at kx = {k0:.5f} 1/bohr, ky = 0")
print(f"slope magnitudes a = {a:.5f}, b = {b:.5f} hartree bohr")
print(f"patch cutoff W = {W:.3f} hartree")
print(f"patch semi-axes {W/a:.4f} (kx), {W/b:.4f} (ky) 1/bohr")

# Linear cone: local formula, including a tilt that must drop out
m = 0.001
qx, qy = rng.uniform(-0.02, 0.02, (2, 60))
formula = a * b * m / (2 * ((a * qx)**2 + (b * qy)**2 + m**2)**1.5)
for tilt in (0.0, 0.13):
    cone = cone_model(a, b, m, tilt)
    assert np.allclose(curvature(cone, qx, qy), formula, rtol=1e-6)
    assert np.allclose(curvature(cone, qx, qy, 1), -formula, rtol=1e-6)

# Linear cone: how the flux is distributed
cone = cone_model(a, b, m)
half_factor = np.sqrt(2**(2 / 3) - 1)
print(f"half width at half maximum: {half_factor:.4f} m/a")
for name, ratio, share in (("half-maximum ellipse", half_factor, 1 - 2**(-1 / 3)),
                           ("W = sqrt(3) m", np.sqrt(3), 0.5),
                           ("W = sqrt(99) m", np.sqrt(99), 0.9)):
    got = patch_flux(cone, 0.0, a, b, m, ratio * m) / np.pi
    assert abs(got - share) < 1e-6
    print(f"cone flux inside {name} (W/m = {ratio:.4f}): {got:.4f} pi")

# Full lattice model at three spin-orbit strengths
angle = np.linspace(0, 2 * np.pi, 4001)
ring_x, ring_y = k0 + W / a * np.cos(angle), W / b * np.sin(angle)
gaps, peaks, widths_x, widths_y, deficits = [0.004, 0.002, 0.001], [], [], [], []
fine = np.linspace(-np.pi, np.pi, 201) / LATTICE
for soc in gaps:
    ham, m = lattice_model(soc), soc / 2
    levels = np.linalg.eigvalsh(ham(fine[:, None], fine[None, :]))
    assert np.min(levels[..., 1] - levels[..., 0]) >= soc - 1e-12
    assert abs(np.ptp(np.linalg.eigvalsh(ham(k0, 0.0))) - soc) < 1e-12
    best = minimize_scalar(lambda k: -curvature(ham, k, 0.0), method='bounded',
                           bounds=(k0 - 2 * m / a, k0 + 2 * m / a),
                           options={'xatol': 1e-9})
    top, peak = best.x, -best.fun
    fx = lambda q: curvature(ham, top + q, 0.0) - peak / 2
    fy = lambda q: curvature(ham, top, q) - peak / 2
    wx = brentq(fx, 0, 3 * m / a) - brentq(fx, -3 * m / a, 0)
    wy = brentq(fy, 0, 3 * m / b) - brentq(fy, -3 * m / b, 0)
    assert abs(peak * soc**2 / (2 * a * b) - 1) < 0.005
    assert abs(wx / (half_factor * soc / a) - 1) < 0.01
    assert abs(wy / (half_factor * soc / b) - 1) < 0.01

    flux = patch_flux(ham, k0, a, b, m, W)
    phase = loop_phase(ham, ring_x[:-1], ring_y[:-1])
    h = ham(ring_x, ring_y)
    dx, dz = h[:, 0, 1].real, (h[:, 0, 0] - h[:, 1, 1]).real / 2
    phi = np.unwrap(np.arctan2(dx, dz))
    cap = 1 - m / np.sqrt(dx**2 + dz**2 + m**2)
    solid = 0.5 * np.sum((cap[1:] + cap[:-1]) / 2 * np.diff(phi))
    assert abs(phi[-1] - phi[0] - 2 * np.pi) < 1e-8
    assert abs(flux - phase) < 1e-4 and abs(flux - solid) < 1e-4
    linear = 1 - m / np.hypot(m, W)
    # band curvature beyond the linear cone changes the deficit, not the winding
    assert abs((1 - flux / np.pi) / (1 - linear) - 1) < 0.15
    opposite = curvature(lattice_model(-soc), k0 + 0.003, 0.004)
    assert np.isclose(opposite, -curvature(ham, k0 + 0.003, 0.004), rtol=1e-7)
    peaks.append(peak)
    widths_x.append(wx)
    widths_y.append(wy)
    deficits.append(1 - flux / np.pi)
    print(f"gap {soc:.3f} hartree: peak {peak:.1f} bohr^2"
          f" (cone formula {2*a*b/soc**2:.1f})")
    print(f"  full widths kx {wx:.6f}, ky {wy:.6f} 1/bohr"
          f" (cone {half_factor*soc/a:.6f}, {half_factor*soc/b:.6f})")
    print(f"  patch flux {flux/np.pi:.4f} pi (cone {linear:.4f} pi)")

for i in (0, 1):
    power_peak = np.log2(peaks[i + 1] / peaks[i])
    power_x = np.log2(widths_x[i] / widths_x[i + 1])
    power_y = np.log2(widths_y[i] / widths_y[i + 1])
    power_def = np.log2(deficits[i] / deficits[i + 1])
    assert abs(power_peak - 2) < 0.01 and abs(power_def - 1) < 0.03
    assert abs(power_x - 1) < 0.02 and abs(power_y - 1) < 0.02
    print(f"gap {gaps[i]:.3f} to {gaps[i+1]:.3f} hartree, powers of gap:"
          f" peak {-power_peak:.4f}, kx width {power_x:.4f},"
          f" ky width {power_y:.4f}, flux deficit {power_def:.4f}")

zero_phase = abs(loop_phase(lattice_model(0.0), ring_x[:-1], ring_y[:-1]))
assert abs(zero_phase - np.pi) < 1e-8
print(f"loop phase without spin-orbit coupling: {zero_phase/np.pi:.4f} pi (mod 2 pi)")

# All touchings and the total Chern number
ham = lattice_model(0.002)
circle = angle[:-1]
signs = []
for x0, y0 in ((k0, 0), (-k0, 0), (np.pi / LATTICE, k1), (np.pi / LATTICE, -k1)):
    part = loop_phase(ham, x0 + 0.1 * np.cos(circle), y0 + 0.1 * np.sin(circle))
    assert abs(abs(part) / np.pi - 1) < 0.1
    signs.append(np.sign(part))
    print(f"flux in circle of radius 0.1 1/bohr at ({x0:.4f}, {y0:.4f}) 1/bohr:"
          f" {part/np.pi:.4f} pi")
assert signs == [1, 1, -1, -1]
grid = np.arange(240) * 2 * np.pi / (240 * LATTICE)
u = np.linalg.eigh(ham(grid[:, None], grid[None, :]))[1][..., :, 0]
ux = np.sum(u.conj() * np.roll(u, -1, 0), -1)
uy = np.sum(u.conj() * np.roll(u, -1, 1), -1)
plaquette = -np.angle(ux * np.roll(uy, -1, 0) * np.roll(ux, -1, 1).conj() * uy.conj())
chern = plaquette.sum() / (2 * np.pi)
assert abs(chern) < 1e-8
print(f"Chern number of the lower lattice band: {abs(chern):.0f}")

# Partial filling of the upper cone
m = 0.001
for mu in (0.002, 0.004):
    fermi_cut = np.sqrt(mu**2 - m**2)
    net = (patch_flux(cone, 0.0, a, b, m, W)
           + patch_flux(cone, 0.0, a, b, m, fermi_cut, band=1))
    assert abs(net - np.pi * (m / mu - m / np.hypot(m, W))) < 1e-5
    print(f"untilted cone, gap {2*m:.3f}, Fermi energy {mu:.3f} hartree:"
          f" net patch flux {net/np.pi:.4f} pi")

# Crossing along a line: coupling of fixed size whose phase turns with ky
c, beta = 0.2, 3.0
print(f"line crossing: slope c = {c:.1f} hartree bohr, phase rate {beta:.1f} bohr")
u = np.linspace(-7, 7, 1401)
for gap in (0.004, 0.002):
    lam = gap / 2
    line = lambda x, y: matrix_from_d(0.0, lam * np.cos(beta * y),
                                      lam * np.sin(beta * y), c * x)
    height = abs(curvature(line, 0.0, 0.1))
    values = curvature(line, lam / c * np.sinh(u), 0.1) * lam / c * np.cosh(u)
    per_length = np.sum((values[1:] + values[:-1]) / 2 * np.diff(u))
    assert abs(height * gap / (c * beta) - 1) < 1e-5
    assert abs(per_length + beta) < 1e-3
    print(f"  gap {gap:.3f} hartree: peak size {height:.2f} bohr^2,"
          f" flux per unit ky {per_length:.4f} bohr")

to_mev = 1000 * const.value('Hartree energy in eV')
to_angstrom = const.value('Bohr radius') * 1e10
print(f"conversion: gap {gaps[1]:.3f} hartree = {gaps[1]*to_mev:.2f} meV;"
      f" its peak = {peaks[1]*to_angstrom**2:.1f} angstrom^2")
print("every check passed")
```

It prints:

```
lattice constant 5.0 bohr; crystal splitting 0.050 hartree
neighbour hoppings sigma, pi: 0.040, -0.010 hartree
diagonal hoppings sigma, pi: 0.010, -0.010 hartree
touching at kx = 0.20944 1/bohr, ky = 0
slope magnitudes a = 0.21651, b = 0.17321 hartree bohr
patch cutoff W = 0.020 hartree
patch semi-axes 0.0924 (kx), 0.1155 (ky) 1/bohr
half width at half maximum: 0.7664 m/a
cone flux inside half-maximum ellipse (W/m = 0.7664): 0.2063 pi
cone flux inside W = sqrt(3) m (W/m = 1.7321): 0.5000 pi
cone flux inside W = sqrt(99) m (W/m = 9.9499): 0.9000 pi
gap 0.004 hartree: peak 4689.7 bohr^2 (cone formula 4687.5)
  full widths kx 0.014139, ky 0.017709 1/bohr (cone 0.014160, 0.017700)
  patch flux 0.8987 pi (cone 0.9005 pi)
gap 0.002 hartree: peak 18752.2 bohr^2 (cone formula 18750.0)
  full widths kx 0.007077, ky 0.008851 1/bohr (cone 0.007080, 0.008850)
  patch flux 0.9491 pi (cone 0.9501 pi)
gap 0.001 hartree: peak 75002.2 bohr^2 (cone formula 75000.0)
  full widths kx 0.003540, ky 0.004425 1/bohr (cone 0.003540, 0.004425)
  patch flux 0.9745 pi (cone 0.9750 pi)
gap 0.004 to 0.002 hartree, powers of gap: peak -1.9995, kx width 0.9984, ky width 1.0006, flux deficit 0.9943
gap 0.002 to 0.001 hartree, powers of gap: peak -1.9999, kx width 0.9996, ky width 1.0001, flux deficit 0.9986
loop phase without spin-orbit coupling: 1.0000 pi (mod 2 pi)
flux in circle of radius 0.1 1/bohr at (0.2094, 0.0000) 1/bohr: 0.9469 pi
flux in circle of radius 0.1 1/bohr at (-0.2094, 0.0000) 1/bohr: 0.9469 pi
flux in circle of radius 0.1 1/bohr at (0.6283, 0.4189) 1/bohr: -0.9469 pi
flux in circle of radius 0.1 1/bohr at (0.6283, -0.4189) 1/bohr: -0.9469 pi
Chern number of the lower lattice band: 0
untilted cone, gap 0.002, Fermi energy 0.002 hartree: net patch flux 0.4501 pi
untilted cone, gap 0.002, Fermi energy 0.004 hartree: net patch flux 0.2001 pi
line crossing: slope c = 0.2 hartree bohr, phase rate 3.0 bohr
  gap 0.004 hartree: peak size 150.00 bohr^2, flux per unit ky -3.0000 bohr
  gap 0.002 hartree: peak size 300.00 bohr^2, flux per unit ky -3.0000 bohr
conversion: gap 0.002 hartree = 54.42 meV; its peak = 5251.2 angstrom^2
every check passed
```
